# Partial-Wave Expansion of Dirac Plane Waves and Scattering States

## Result

Atomic units are used ($\hbar=m_e=e=1$, $c=1/\alpha$). An electron of momentum $\mathbf p$ and positive energy $E=\sqrt{c^4+c^2p^2}$ has the plane wave

$$\phi_{\mathbf p\chi}=N\begin{pmatrix}\chi\\ \eta\,\boldsymbol\sigma\cdot\hat{\mathbf p}\,\chi\end{pmatrix}e^{i\mathbf p\cdot\mathbf r},\quad \eta=\frac{cp}{E+c^2},\quad N=\sqrt{\frac{E+c^2}{2E}},\tag{1}$$

where the normalized two-component spinor $\chi$ gives the spin in the rest frame. Its expansion in spherical spinors is

$$\phi_{\mathbf p\chi}=4\pi N\sum_{\kappa m}i^l a_{\kappa m}\begin{pmatrix}j_l(pr)\,\Omega_{\kappa m}(\hat{\mathbf r})\\ iS\eta\, j_{\bar l}(pr)\,\Omega_{-\kappa m}(\hat{\mathbf r})\end{pmatrix},\quad a_{\kappa m}=\Omega^\dagger_{\kappa m}(\hat{\mathbf p})\chi .\tag{2}$$

Here $S=\mathrm{sgn}\,\kappa$; $l=\kappa$ for $\kappa>0$ and $l=-\kappa-1$ for $\kappa<0$; $\bar l=l-S$ is the orbital number belonging to $-\kappa$.

In a short-range central potential, let $g_\kappa,f_\kappa$ be the regular radial functions with phase shift $\delta_\kappa$, normalized as in (12). The scattering states are

$$\psi^{(\pm)}_{\mathbf p\chi}=4\pi N\sum_{\kappa m}i^l e^{\pm i\delta_\kappa}a_{\kappa m}\begin{pmatrix}g_\kappa\,\Omega_{\kappa m}\\ i f_\kappa\,\Omega_{-\kappa m}\end{pmatrix}.\tag{3}$$

The upper sign gives a plane wave plus outgoing spherical waves, the lower sign a plane wave plus ingoing ones.

## The free spinor and the spherical spinors

In the standard representation $H_0=c\,\boldsymbol\alpha\cdot(-i\nabla)+\beta c^2$. For a plane wave, the lower half of $H_0\phi=E\phi$ reads $c\,\boldsymbol\sigma\cdot\mathbf p\,\phi_{\rm up}=(E+c^2)\phi_{\rm low}$, which gives the factor $\eta$. The upper half is then satisfied because $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$ and $c^2p^2=(E-c^2)(E+c^2)$. The same identity gives $\eta^2=(E-c^2)/(E+c^2)$, so

$$1+\eta^2=\frac{2E}{E+c^2}=\frac1{N^2},\tag{4}$$

and $\phi^\dagger\phi=1$.

The spherical spinors couple $l$ and spin ½ to $j=|\kappa|-\tfrac12$, with Condon-Shortley phases:

$$\Omega_{\kappa m}=\frac{1}{\sqrt{2l+1}}\begin{pmatrix}\sqrt{l+m+\frac12}\;Y_{l,m-1/2}\\ \sqrt{l-m+\frac12}\;Y_{l,m+1/2}\end{pmatrix}\ (\kappa<0),\quad \frac{1}{\sqrt{2l+1}}\begin{pmatrix}-\sqrt{l-m+\frac12}\;Y_{l,m-1/2}\\ \sqrt{l+m+\frac12}\;Y_{l,m+1/2}\end{pmatrix}\ (\kappa>0).\tag{5}$$

On the $z$ axis $Y_{l\mu}=\delta_{\mu0}\sqrt{(2l+1)/4\pi}$. Hence $\Omega_{\kappa,1/2}(\hat{\mathbf z})$ is spin-up with amplitude

$$-S\sqrt{|\kappa|/4\pi}.\tag{6}$$

The operator $\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with total angular momentum, changes parity and squares to one. It therefore turns $\Omega_{\kappa m}$ into $\Omega_{-\kappa m}$ times a phase independent of $m$. At $\hat{\mathbf r}=\hat{\mathbf z}$ it leaves a spin-up spinor unchanged, while (6) has opposite signs for $\kappa$ and $-\kappa$. The phase is thus $-1$:

$$\boldsymbol\sigma\cdot\hat{\mathbf r}\;\Omega_{\kappa m}(\hat{\mathbf r})=-\Omega_{-\kappa m}(\hat{\mathbf r}).\tag{7}$$

## Expansion of the plane wave

With $x=pr$ and $t=\hat{\mathbf p}\cdot\hat{\mathbf r}$, the function $e^{ixt}$ is a regular solution of the Helmholtz equation, so $e^{ixt}=\sum_l c_l j_l(x)P_l(t)$. To find $c_l$, compare the terms $x^lt^l$. On the left the coefficient is $i^l/l!$. On the right, smaller orders have no power $t^l$ and larger orders start at higher powers of $x$. Since $j_l\simeq x^l/(2l+1)!!$ and the leading coefficient of $P_l$ is $(2l)!/(2^l l!^2)$, one finds $c_l=i^l(2l+1)$. The addition theorem for $P_l$ then gives

$$e^{i\mathbf p\cdot\mathbf r}=4\pi\sum_{l\mu}i^lj_l(pr)Y_{l\mu}(\hat{\mathbf r})Y^*_{l\mu}(\hat{\mathbf p}).\tag{8}$$

For fixed $l$, equation (5) is a unitary change of basis from the products of $Y_{l\mu}$ with spin up and down. Therefore

$$\sum_\mu Y_{l\mu}(\hat{\mathbf r})Y^*_{l\mu}(\hat{\mathbf p})\,\mathbf 1=\sum_{\kappa\,(l\ \text{fixed})}\sum_m\Omega_{\kappa m}(\hat{\mathbf r})\Omega^\dagger_{\kappa m}(\hat{\mathbf p}).\tag{9}$$

Inserting (9) in (8) and acting on $\chi$ gives the upper component of (2).

For the lower component, (8) and (9) act on $\boldsymbol\sigma\cdot\hat{\mathbf p}\,\chi$. Call the summation index $-\kappa$, so that the orbital number is $\bar l$. The adjoint of (7), taken at $\hat{\mathbf p}$, is $\Omega^\dagger_{-\kappa m}(\hat{\mathbf p})\,\boldsymbol\sigma\cdot\hat{\mathbf p}=-\Omega^\dagger_{\kappa m}(\hat{\mathbf p})$, and hence

$$\boldsymbol\sigma\cdot\hat{\mathbf p}\,\chi\,e^{i\mathbf p\cdot\mathbf r}=-4\pi\sum_{\kappa m}i^{\bar l}j_{\bar l}(pr)\,\Omega_{-\kappa m}(\hat{\mathbf r})\,a_{\kappa m}.$$

Because $\bar l=l-S$, we have $i^{\bar l}=i^l i^{-S}=-iS\,i^l$. The two minus signs cancel, leaving $iS\,i^l$. Multiplication by $N\eta$ completes (2). Both components carry the same number $a_{\kappa m}$, as they must if each term is to solve the Dirac equation separately.

For $\mathbf p$ along $z$ and spin up, $m=\tfrac12$ alone survives, and (6) reduces the coefficient $4\pi i^la_{\kappa m}$ to $-S\,i^l\sqrt{4\pi|\kappa|}$. In the nonrelativistic limit $p\ll c$, $\eta\to p/2c$ and $N\to1$; the upper component becomes the Pauli plane wave.

## Radial functions in a potential

Writing $\boldsymbol\sigma\cdot(-i\nabla)=(\boldsymbol\sigma\cdot\hat{\mathbf r})^2\boldsymbol\sigma\cdot(-i\nabla)$ and multiplying out the last two factors gives

$$\boldsymbol\sigma\cdot(-i\nabla)=-i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).$$

Also $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34=-(\kappa+1)$ on $\Omega_{\kappa m}$. With (7), the Dirac equation for one term of (3) becomes

$$c\left(g'+\frac{\kappa+1}{r}g\right)=(E-V+c^2)f,\tag{10}$$
$$-c\left(f'+\frac{1-\kappa}{r}f\right)=(E-V-c^2)g.\tag{11}$$

For $V=0$ and $g=j_l(pr)$, the Bessel recurrences $j_l'+(l+1)j_l/x=j_{l-1}$ and $j_l'-l\,j_l/x=-j_{l+1}$ turn (10) into $f=S\eta j_{\bar l}(pr)$. This confirms the sign in (2).

At large $r$ the regular solution is normalized to

$$g_\kappa\to\frac{\sin(pr-l\pi/2+\delta_\kappa)}{pr},\qquad f_\kappa\to\eta\,\frac{\cos(pr-l\pi/2+\delta_\kappa)}{pr},\tag{12}$$

where the second form follows from the first through (10). Replacing $\delta_\kappa$ by $\delta_\kappa+\pi$ reverses the signs of $g$, $f$ and $e^{\pm i\delta_\kappa}$, so (3) is unaffected by this ambiguity.

A constant $\delta_\kappa$ requires $V$ to fall off fast enough. For weak $V$ at large $r$, $(E-V)^2=c^4+c^2q^2$ gives a local momentum $q\simeq p-EV/(c^2p)$. For $V=-Z/r$ the accumulated phase $\int(q-p)\,dr$ grows as $(EZ/c^2p)\ln r$. Equation (12) then fails, and a Coulomb tail needs a different reference wave.

## Fixing the phase factors

Let each term in the distorted wave have an unknown factor $C_\kappa$ in place of $e^{\pm i\delta_\kappa}$. Since $i^le^{-il\pi/2}=1$ and $i^le^{il\pi/2}=(-1)^l$,

$$i^lC_\kappa\sin\!\left(pr-\tfrac{l\pi}{2}+\delta_\kappa\right)=\frac1{2i}\left[C_\kappa e^{i\delta_\kappa}e^{ipr}-(-1)^lC_\kappa e^{-i\delta_\kappa}e^{-ipr}\right].\tag{13}$$

The plane wave has $C_\kappa=1$, $\delta_\kappa=0$. If the potential is to add outgoing waves alone, the $e^{-ipr}$ part must keep its free value, and $C_\kappa=e^{i\delta_\kappa}$. If it is to add ingoing waves alone, the $e^{ipr}$ part must keep its free value, and $C_\kappa=e^{-i\delta_\kappa}$. Orthogonality of the $\Omega_{\kappa m}$ allows this comparison term by term.

Subtracting the plane wave for the first choice leaves the upper component $N F\chi\,e^{ipr}/r$, with

$$F(\hat{\mathbf r},\hat{\mathbf p})=\frac{4\pi}{2ip}\sum_{\kappa m}(e^{2i\delta_\kappa}-1)\,\Omega_{\kappa m}(\hat{\mathbf r})\Omega^\dagger_{\kappa m}(\hat{\mathbf p}).\tag{14}$$

In the lower component, $i\eta\cos$ replaces $\sin$. Its $e^{ipr}$ part has the prefactor $i\eta/2$ instead of $1/2i$, a ratio of $-\eta$. With $\Omega_{-\kappa m}=-\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_{\kappa m}$ this becomes

$$\psi^{(+)}-\phi\to N\begin{pmatrix}F\chi\\ \eta\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,F\chi\end{pmatrix}\frac{e^{ipr}}r .\tag{15}$$

Locally this is a free spinor of momentum $p\hat{\mathbf r}$.

For the second choice, $e^{-2i\delta}-1=-2ie^{-i\delta}\sin\delta$ gives the ingoing amplitude

$$G(\hat{\mathbf r})=\frac{4\pi}{p}\sum_{\kappa m}(-1)^l e^{-i\delta_\kappa}\sin\delta_\kappa\,\Omega_{\kappa m}(\hat{\mathbf r})\Omega^\dagger_{\kappa m}(\hat{\mathbf p})=F(\hat{\mathbf p},-\hat{\mathbf r})^\dagger,\tag{16}$$

because $\Omega_{\kappa m}(-\hat{\mathbf r})=(-1)^l\Omega_{\kappa m}(\hat{\mathbf r})$. The lower component is now $-\eta\,\boldsymbol\sigma\cdot\hat{\mathbf r}$ times the upper one, as befits local momentum $-p\hat{\mathbf r}$.

The names refer to the spherical wave. Superpose energies with a smooth real weight: the phase $-pr-Et$ of an ingoing wave is stationary at $r=-vt$, with $v=dE/dp=c^2p/E$. At late times there is no such point with $r>0$, so the spherical part of $\psi^{(-)}$ disappears and a plane-wave packet remains. Thus $\psi^{(-)}$ describes a final state of definite momentum. By the same argument at early times, $\psi^{(+)}$ describes an initial one. When $\psi^{(-)}$ stands in a bra, its coefficient is conjugated to $(-i)^le^{+i\delta_\kappa}a^*_{\kappa m}$.

## Amplitude and cross section

The integral equation $\psi^{(+)}=\phi+(E+i0-H_0)^{-1}V\psi^{(+)}$ gives $F$ without phase shifts. Since $H_0^2=c^4-c^2\nabla^2$,

$$(E-H_0)^{-1}=(E+H_0)\,\frac{1}{c^2(p^2+\nabla^2)},$$

and the outgoing kernel of $(p^2+\nabla^2)^{-1}$ is $-e^{ip|\mathbf r-\mathbf r'|}/(4\pi|\mathbf r-\mathbf r'|)$. At large $r$ this tends to $-e^{ipr}e^{-i\mathbf p'\cdot\mathbf r'}/(4\pi r)$ with $\mathbf p'=p\hat{\mathbf r}$. There $E+H_0$ acts as $E+c\,\boldsymbol\alpha\cdot\mathbf p'+\beta c^2$, which is $2E$ times the projector on the two positive-energy spinors of momentum $\mathbf p'$. Comparison with (15) gives

$$\chi'^\dagger F\chi=-\frac{E}{2\pi c^2}\langle\phi_{\mathbf p'\chi'}|V|\psi^{(+)}_{\mathbf p\chi}\rangle=-\frac{E}{2\pi c^2}\langle\psi^{(-)}_{\mathbf p'\chi'}|V|\phi_{\mathbf p\chi}\rangle .\tag{17}$$

For the second equality, write $\psi^{(\pm)}=\phi+(E\pm i0-H)^{-1}V\phi$ with $H=H_0+V$. Both matrix elements then equal $\langle\phi'|V+V(E+i0-H)^{-1}V|\phi\rangle$.

Incident and scattered waves have the same speed, and by (4) the scattered density is $|F\chi|^2/r^2$. Hence $d\sigma/d\Omega=|F\chi|^2$. By (6), its spin-down counterpart and rotational invariance, $\sum_m\Omega_{\kappa m}(\hat{\mathbf p})\Omega_{\kappa m}^\dagger(\hat{\mathbf p})=|\kappa|\mathbf 1/4\pi$. Integrating over $\hat{\mathbf r}$,

$$\sigma=\frac{4\pi}{p^2}\sum_\kappa|\kappa|\sin^2\delta_\kappa .\tag{18}$$

If the two phase shifts with the same $l$ coincide, (9) makes $F$ proportional to the unit matrix. A spin flip therefore requires them to differ.

## Energy-normalized partial waves

Let $\psi_{E\kappa m}=r^{-1}(P_E\Omega_{\kappa m},\,iQ_E\Omega_{-\kappa m})$ be normalized to $\delta(E-E')$, with $P_E\to A\sin(\cdots)$ and $Q_E\to A\eta\cos(\cdots)$. The singular part of the overlap comes from large $r$:

$$A^2(1+\eta^2)\frac\pi2\,\delta(p-p')=A^2\,\frac{2E}{E+c^2}\,\frac\pi2\,\frac{c^2p}{E}\,\delta(E-E')\ \Rightarrow\ A=\sqrt{\frac{E+c^2}{\pi c^2p}} .\tag{19}$$

Scattering states normalized to $\delta^3(\mathbf p-\mathbf p')$ carry an extra $(2\pi)^{-3/2}$. Since $g=P_E/(Apr)$, the prefactor is $(2\pi)^{-3/2}4\pi N/(Ap)=c/\sqrt{Ep}$, and

$$(2\pi)^{-3/2}\psi^{(\pm)}_{\mathbf p\chi}=\frac{c}{\sqrt{Ep}}\sum_{\kappa m}i^le^{\pm i\delta_\kappa}a_{\kappa m}\,\psi_{E\kappa m}.\tag{20}$$

## A worked case

Take $p=100$ a.u. along $\theta=60^\circ$, $\varphi=40^\circ$, with $\chi$ up along $z$. Then $E=23247.25$ hartree, a kinetic energy of 4468.4 hartree (121.6 keV), and

$$\eta=\frac{137.036\times100}{23247.25+18778.87}=0.3261,\qquad N=0.9507 .$$

The lower components hold $1-N^2=0.096$ of the density.

For $\kappa=-1$, $m=\tfrac12$ the coefficient $4\pi i^la_{\kappa m}$ is $\sqrt{4\pi}=3.545$. For $\kappa=1$ the coefficients are $1.973-2.352i$ ($m=-\tfrac12$) and $-1.772i$ ($m=\tfrac12$). Their squared moduli add to $9.425+3.142=12.57$, which is the value $4\pi|\kappa|$ required by the sum rule above (18).

At a point with $pr=4$, the largest absolute error of any component is 0.31 for $|\kappa|\le4$, 0.0035 for $|\kappa|\le8$ and $5\times10^{-6}$ for $|\kappa|\le12$. A cut at $|\kappa|\le K$ first omits terms with $j_K(pr)$, which equal $(pr)^K/(2K+1)!!$ up to a leading relative correction $(pr)^2/[2(2K+3)]$, small once $K$ is well above $(pr)^2/4$.

Now add a square well of depth 5000 hartree and radius 0.02 bohr. For $l=1$ the phase shifts are 1.055 rad ($\kappa=1$) and 0.872 rad ($\kappa=-2$). The latter gives the largest partial cross section, although its phase shift is smaller, because of its weight $|\kappa|=2$:

$$\frac{4\pi}{100^2}\times2\times\sin^2(0.8716)=1.472\times10^{-3}\ \text{bohr}^2 .$$

The total is $3.526\times10^{-3}$ bohr².

Toward $\theta=110^\circ$, $\varphi=-25^\circ$ the amplitudes are $(2.244+10.641i)\times10^{-3}$ bohr without spin flip and $(-0.173+1.195i)\times10^{-3}$ bohr with it. Their squared moduli, $1.183\times10^{-4}$ and $1.46\times10^{-6}$ bohr² per steradian, put 1.2% of the scattering in this direction into the flipped spin.

Both volume integrals in (17) reproduce $F$ from (14) to rounding error. Using $e^{-i\delta_\kappa}$ where $e^{+i\delta_\kappa}$ belongs in the first integral changes the amplitude by 1.8 times the largest element of $F$. This does not mean that every cross section changes. Since $\boldsymbol\sigma\cdot\mathbf L$ has the eigenvalues $l$ and $-(l+1)$, the projector on one $\kappa$ is $(l+1+\boldsymbol\sigma\cdot\mathbf L)/(2l+1)$ for $\kappa<0$ and $(l-\boldsymbol\sigma\cdot\mathbf L)/(2l+1)$ for $\kappa>0$. It acts on the left side of (9), which is $(2l+1)P_l(t)/4\pi$, and $\mathbf L P_l(t)=-i\,\mathbf n\,P_l'(t)$ with $\mathbf n=\hat{\mathbf r}\times\hat{\mathbf p}$. Hence $F=F_0-iF_1\,\boldsymbol\sigma\cdot\mathbf n$, where $F_0$ and $F_1$ are sums of $e^{i\delta_\kappa}\sin\delta_\kappa$ with real coefficients, and $F^\dagger F=|F_0|^2+|F_1|^2\mathbf n^2+2\,\mathrm{Im}(F_0^*F_1)\,\boldsymbol\sigma\cdot\mathbf n$. The wrong sign turns $e^{i\delta_\kappa}\sin\delta_\kappa$ into $e^{-i\delta_\kappa}\sin\delta_\kappa$ and so conjugates $F_0$ and $F_1$. The cross section averaged over the initial spin and the spin-flip intensity are unchanged, while the spin-dependent term $2\,\mathrm{Im}(F_0^*F_1)\,\chi^\dagger\boldsymbol\sigma\cdot\mathbf n\,\chi$ reverses its sign. The remaining values are in the numerical output.

## Computed values

```
speed of light c = 137.035999 a.u.; momentum p = 100.0 a.u.
total energy E = 23247.2455 hartree
kinetic energy = 4468.3804 hartree = 121.5908 keV
eta = 0.326073; N = 0.950734 (dimensionless)
well: V0 = -5000.0 hartree, R = 0.020 bohr, pR = 2.00
momentum direction theta, phi = 60.0, 40.0 deg
coefficients 4 pi i^l Omega^+(phat) chi, spin up (dimensionless):
  kappa=-1 m=-0.5: +0.000000 +0.000000 i
  kappa=-1 m=+0.5: +3.544908 +0.000000 i
  kappa=+1 m=-0.5: +1.973345 -2.351741 i
  kappa=+1 m=+0.5: +0.000000 -1.772454 i
  kappa=-2 m=-1.5: +0.000000 +0.000000 i
  kappa=-2 m=-0.5: -1.395366 +1.662932 i
  kappa=-2 m=+0.5: +0.000000 +2.506628 i
  kappa=-2 m=+1.5: -2.416844 -2.880283 i
point r = 0.04 bohr, theta, phi = 30.0, 100.0 deg, pr = 4.0
  component 1: plane -0.8137286+0.4916708j, sum |kappa|<=12 -0.8137242+0.4916724j
  component 2: plane -0.0000000+0.0000000j, sum |kappa|<=12 +0.0000023+0.0000009j
  component 3: plane -0.1326677+0.0801604j, sum |kappa|<=12 -0.1326676+0.0801604j
  component 4: plane -0.2652730-0.0413452j, sum |kappa|<=12 -0.2652715-0.0413446j
  largest component error, |kappa|<=1: 7.95e-01
  largest component error, |kappa|<=2: 5.70e-01
  largest component error, |kappa|<=4: 3.06e-01
  largest component error, |kappa|<=6: 3.34e-02
  largest component error, |kappa|<=8: 3.52e-03
  largest component error, |kappa|<=12: 4.64e-06
largest error of expansion on test points, |kappa|<=20: 7.7e-10
  kappa=-1: delta = +1.096452 rad, cross section 9.9447e-04 bohr^2
  kappa=+1: delta = +1.054510 rad, cross section 9.5040e-04 bohr^2
  kappa=-2: delta = +0.871567 rad, cross section 1.4721e-03 bohr^2
  kappa=+2: delta = +0.178675 rad, cross section 7.9385e-05 bohr^2
  kappa=-3: delta = +0.087795 rad, cross section 2.8984e-05 bohr^2
  kappa=+3: delta = +0.012906 rad, cross section 6.2788e-07 bohr^2
  kappa=-4: delta = +0.004833 rad, cross section 1.1742e-07 bohr^2
  kappa=+4: delta = +0.000680 rad, cross section 2.3237e-09 bohr^2
total cross section: sum 3.526122e-03, integral 3.526122e-03 bohr^2
outgoing direction theta, phi = 110.0, -25.0 deg
  F up->up: phases 2.243531e-03+1.064134e-02j, psi(+) 2.243531e-03+1.064134e-02j bohr
  F up->up: psi(-) 2.243531e-03+1.064134e-02j bohr
  F up->down: phases -1.725856e-04+1.195383e-03j, psi(+) -1.725856e-04+1.195383e-03j bohr
  F up->down: psi(-) -1.725856e-04+1.195383e-03j bohr
relative errors of F: psi(+) 1.9e-15, psi(-) 2.6e-15
relative error of F with wrong phase sign: 1.8051
far-field relative errors: (+) 3.7e-06, (-) 4.1e-06
A = 8.440147e-02 a.u.; c/sqrt(Ep) = 8.987707e-02 a.u.
packet norm ratio - 1 = 2.9e-13
late packet (t=0.05 a.u.): out 1.000000, in 3.3e-24
```
